# Absorption and Transmission of a Thin Conducting Film: a numerical check

```python
# Result under test: a thin film in vacuum, lit from one side at normal incidence,
# absorbs A = 4 Re(y)/|2+y|^2 <= 1/2, with the maximum at sheet resistance Z0/2;
# on a substrate of index n its transmission relative to the bare substrate is
# 1/|1 + y/(n+1)|^2 (Tinkham).
# Symbols: y = Z0*sigma*d, sigma = complex conductivity, d = film thickness,
# Z0 = vacuum impedance, k0 = omega/c; time factor exp(-i omega t).
# The reference is the full field-matching problem for films of finite thickness.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

Z0 = const.mu_0 * const.c


def solve_stack(indices, thicknesses, k0):
    """Match E and H at every interface; return r, t and the layer amplitudes."""
    layers = len(thicknesses)
    matrix = np.zeros((2 * layers + 2, 2 * layers + 2), dtype=complex)
    source = np.zeros(2 * layers + 2, dtype=complex)
    for j in range(layers + 1):
        row, left, right = 2 * j, indices[j], indices[j + 1]
        if j == 0:
            matrix[0, 0], matrix[1, 0] = 1, -left
            source[0], source[1] = -1, -left
        else:
            phase = np.exp(1j * left * k0 * thicknesses[j - 1])
            matrix[row, 2 * j - 1], matrix[row, 2 * j] = phase, 1 / phase
            matrix[row + 1, 2 * j - 1] = left * phase
            matrix[row + 1, 2 * j] = -left / phase
        if j == layers:
            matrix[row, -1], matrix[row + 1, -1] = -1, -right
        else:
            matrix[row, 2 * j + 1], matrix[row, 2 * j + 2] = -1, -1
            matrix[row + 1, 2 * j + 1] = -right
            matrix[row + 1, 2 * j + 2] = right
    solution = np.linalg.solve(matrix, source)
    return solution[0], solution[-1], solution[1:-1]


def film_index(y, d, k0):
    return np.sqrt(1 + 1j * y / (k0 * d))


def slab_absorption(y, d, k0, n_in=1.0, n_out=1.0):
    r, t, _ = solve_stack([n_in, film_index(y, d, k0), n_out], [d], k0)
    return 1 - abs(r)**2 - n_out / n_in * abs(t)**2


# Model parameters
sigma_dc, tau, d, freq, n_sub = 5.0e5, 50e-15, 10e-9, 1.0e12, 3.0
omega = 2 * np.pi * freq
k0 = omega / const.c
sigma = sigma_dc / (1 - 1j * omega * tau)
y = Z0 * sigma * d
N_film = np.sqrt(1 + 1j * sigma / (const.epsilon_0 * omega))
decay_length = 1 / (k0 * N_film.imag)

# Free-standing film: sheet formulas against the finite-thickness solution
r_sheet, t_sheet = -y / (2 + y), 2 / (2 + y)
A_sheet = 4 * y.real / abs(2 + y)**2
r_full, t_full, (forward, backward) = solve_stack([1, N_film, 1], [d], k0)
A_full = 1 - abs(r_full)**2 - abs(t_full)**2
assert abs(r_full - r_sheet) < 1e-3 and abs(t_full - t_sheet) < 1e-3
assert abs(A_full - A_sheet) < 1e-3

# At fixed y the error of the sheet formula must fall in proportion to d
errors = [abs(solve_stack([1, film_index(y, s, k0), 1], [s], k0)[1] - t_sheet)
          for s in (d, d / 2)]
assert abs(errors[0] / errors[1] - 2) < 0.02

# Joule heat integrated through the film against the energy balance
nodes, weights = np.polynomial.legendre.leggauss(12)
z = d * (nodes + 1) / 2
field = (forward * np.exp(1j * N_film * k0 * z)
         + backward * np.exp(-1j * N_film * k0 * z))
joule = Z0 * sigma.real * np.sum(weights * abs(field)**2) * d / 2
assert abs(joule - A_full) < 1e-8

# Bound: scan complex y, then search for the greatest absorption
largest_scan, largest_deviation = 0.0, 0.0
for y1 in np.logspace(-1.5, 1.3, 25):
    for y2 in np.linspace(-10, 10, 21):
        value = slab_absorption(y1 + 1j * y2, d, k0)
        formula = 4 * y1 / abs(2 + y1 + 1j * y2)**2
        largest_scan = max(largest_scan, value)
        largest_deviation = max(largest_deviation, abs(value - formula))
assert largest_scan < 0.5 + 1e-3      # sheet formula is good to order k0*d
assert largest_deviation < 3e-3
search = minimize(lambda v: -slab_absorption(v[0] + 1j * v[1], d, k0),
                  [1.0, 0.5], method="Nelder-Mead",
                  options={"xatol": 1e-6, "fatol": 1e-13, "maxiter": 2000})
A_max = -search.fun
R_best = (Z0 / (search.x[0] + 1j * search.x[1])).real
assert abs(A_max - 0.5) < 1e-3
assert abs(R_best / (Z0 / 2) - 1) < 3e-3 and abs(search.x[1]) < 5e-3

# At the optimum: R, T, skin-depth relation, and the even and odd beam pairs
r_opt, t_opt, _ = solve_stack([1, film_index(2.0, d, k0), 1], [d], k0)
assert abs(abs(r_opt)**2 - 0.25) < 1e-3 and abs(abs(t_opt)**2 - 0.25) < 1e-3
ratio_opt = d * k0 * film_index(2.0, d, k0).imag
assert abs(ratio_opt / np.sqrt(k0 * d) - 1) < 1e-3
A_even, A_odd = 1 - abs(r_opt + t_opt)**2, 1 - abs(r_opt - t_opt)**2
assert abs(A_even - 1) < 1e-3 and abs(A_odd) < 1e-3

# A thick weak absorber is not held by the bound
d_thick, eps_thick = 300e-6, 1 + 0.5j
N_thick = np.sqrt(eps_thick)
r_thick, t_thick, _ = solve_stack([1, N_thick, 1], [d_thick], k0)
A_thick = 1 - abs(r_thick)**2 - abs(t_thick)**2
assert A_thick > 0.6

# Tinkham formula: film on substrate against bare substrate, front face only
tinkham = 1 / abs(1 + y / (n_sub + 1))**2
t_film = solve_stack([1, N_film, n_sub], [d], k0)[1]
t_bare = solve_stack([1, n_sub], [], k0)[1] * np.exp(1j * k0 * d)
q = t_film / t_bare
assert abs(abs(q)**2 - tinkham) < 1e-3
sigma_found = (n_sub + 1) * (1 / q - 1) / (Z0 * d)
assert abs(sigma_found / sigma - 1) < 3e-3

# Greatest absorption on a substrate, lit from either side
best = {}
for side, n_in, n_out in (("vacuum", 1.0, n_sub), ("substrate", n_sub, 1.0)):
    found = minimize_scalar(lambda v: -slab_absorption(v, d, k0, n_in, n_out),
                            bounds=(0.05, 30), method="bounded")
    best[side] = (-found.fun, found.x)
    assert abs(-found.fun - n_in / (n_sub + 1)) < 2e-3
    assert abs(found.x / (n_sub + 1) - 1) < 1e-2

# Rear echoes: average the coherent transmission over substrate thickness
period = np.pi / (n_sub * k0)
lengths = 500e-6 + period * np.arange(64) / 64
T_coated = np.mean([abs(solve_stack([1, N_film, n_sub, 1], [d, L], k0)[1])**2
                    for L in lengths])
T_uncoated = np.mean([abs(solve_stack([1, n_sub, 1], [L], k0)[1])**2
                      for L in lengths])
R0 = ((n_sub - 1) / (n_sub + 1))**2
R_film = abs((n_sub - 1 - y) / (n_sub + 1 + y))**2
echo_factor = (1 - R0**2) / (1 - R0 * R_film)
assert abs(T_coated / T_uncoated - tinkham * echo_factor) < 1e-3

print(f"vacuum impedance Z0 = {Z0:.2f} ohm")
print(f"optimal sheet resistance Z0/2 = {Z0 / 2:.2f} ohm")
print(f"dc conductivity = {sigma_dc:.2e} S/m")
print(f"relaxation time = {tau * 1e15:.1f} fs")
print(f"film thickness = {d * 1e9:.1f} nm")
print(f"frequency = {freq / 1e12:.2f} THz")
print(f"substrate index n = {n_sub:.2f}")
print(f"omega*tau = {omega * tau:.4f}")
print(f"k0*d = {k0 * d:.3e}")
print(f"sigma1 = {sigma.real:.4e} S/m")
print(f"sigma2 = {sigma.imag:.4e} S/m")
print(f"dc sheet resistance = {1 / (sigma_dc * d):.1f} ohm")
print(f"y1 = {y.real:.4f}, y2 = {y.imag:.4f}")
print(f"field decay length in film = {decay_length * 1e9:.0f} nm")
print(f"thickness / decay length = {d / decay_length:.4f}")
print(f"|N|*k0*d = {abs(N_film) * k0 * d:.4f}")
print(f"free film, sheet formula: R = {abs(r_sheet)**2:.4f}")
print(f"free film, sheet formula: T = {abs(t_sheet)**2:.4f}")
print(f"free film, sheet formula: A = {A_sheet:.4f}")
print(f"free film, finite thickness: A = {A_full:.4f}")
print(f"free film, integrated Joule heat: A = {joule:.4f}")
print(f"error of t at d and d/2 = {errors[0]:.2e}, {errors[1]:.2e}")
print(f"greatest A found by search = {A_max:.4f}")
print(f"sheet resistance found by search = {R_best:.2f} ohm")
print(f"thickness / skin depth at optimum = {ratio_opt:.4f}")
print(f"R and T at optimum = {abs(r_opt)**2:.4f}, {abs(t_opt)**2:.4f}")
print(f"A at optimum, two beams in phase = {A_even:.4f}")
print(f"A at optimum, two beams in antiphase = {abs(A_odd):.4f}")
for factor in (0.5, 2.0):
    print(f"A at sheet resistance {factor * Z0 / 2:.1f} ohm = "
          f"{slab_absorption(2 / factor, d, k0):.4f}")
print(f"thick layer: thickness = {d_thick * 1e6:.0f} micrometre")
print(f"thick layer: permittivity = {eps_thick.real:.1f} + {eps_thick.imag:.1f}i")
print(f"thick layer: thickness / decay length = {d_thick * k0 * N_thick.imag:.3f}")
print(f"thick layer: A = {A_thick:.4f}")
print(f"Tinkham relative transmission = {tinkham:.4f}")
print(f"same, finite thickness = {abs(q)**2:.4f}")
print(f"complex ratio q = {q.real:.4f} + ({q.imag:.4f})i")
print(f"sigma1 recovered from q = {sigma_found.real:.4e} S/m")
print(f"sigma2 recovered from q = {sigma_found.imag:.4e} S/m")
for side in ("vacuum", "substrate"):
    print(f"greatest A lit from {side} = {best[side][0]:.4f} "
          f"at y = {best[side][1]:.3f}")
print(f"bare rear-face reflectance R0 = {R0:.4f}")
print(f"film reflectance from inside substrate = {R_film:.4f}")
print(f"echo correction factor = {echo_factor:.4f}")
print(f"relative transmission with echoes, formula = {tinkham * echo_factor:.4f}")
print(f"same, thickness average = {T_coated / T_uncoated:.4f}")
print("PASS")
```

It prints:

```
vacuum impedance Z0 = 376.73 ohm
optimal sheet resistance Z0/2 = 188.37 ohm
dc conductivity = 5.00e+05 S/m
relaxation time = 50.0 fs
film thickness = 10.0 nm
frequency = 1.00 THz
substrate index n = 3.00
omega*tau = 0.3142
k0*d = 2.096e-04
sigma1 = 4.5508e+05 S/m
sigma2 = 1.4297e+05 S/m
dc sheet resistance = 200.0 ohm
y1 = 1.7144, y2 = 0.5386
field decay length in film = 639 nm
thickness / decay length = 0.0156
|N|*k0*d = 0.0194
free film, sheet formula: R = 0.2292
free film, sheet formula: T = 0.2839
free film, sheet formula: A = 0.4868
free film, finite thickness: A = 0.4868
free film, integrated Joule heat: A = 0.4868
error of t at d and d/2 = 1.26e-04, 6.31e-05
greatest A found by search = 0.5000
sheet resistance found by search = 188.37 ohm
thickness / skin depth at optimum = 0.0145
R and T at optimum = 0.2500, 0.2500
A at optimum, two beams in phase = 1.0000
A at optimum, two beams in antiphase = 0.0000
A at sheet resistance 94.2 ohm = 0.4444
A at sheet resistance 376.7 ohm = 0.4444
thick layer: thickness = 300 micrometre
thick layer: permittivity = 1.0 + 0.5i
thick layer: thickness / decay length = 1.527
thick layer: A = 0.9386
Tinkham relative transmission = 0.4857
same, finite thickness = 0.4856
complex ratio q = 0.6938 + (-0.0653)i
sigma1 recovered from q = 4.5513e+05 S/m
sigma2 recovered from q = 1.4285e+05 S/m
greatest A lit from vacuum = 0.2500 at y = 4.000
greatest A lit from substrate = 0.7500 at y = 4.000
bare rear-face reflectance R0 = 0.2500
film reflectance from inside substrate = 0.0113
echo correction factor = 0.9402
relative transmission with echoes, formula = 0.4566
same, thickness average = 0.4566
PASS
```
